# Classical Wigner correlation functions and their exactness for harmonic potentials

Consider one particle of mass $m$ with Hamiltonian $H=\hat p^2/2m+V(\hat q)$, where $V$ is smooth and independent of time. The quantity to be approximated is

$$C(t)=\mathrm{Tr}\left[A\,U^\dagger B\,U\right],\qquad U=e^{-iHt/\hbar}.$$

The operator $A$ contains the density operator. For the thermal position autocorrelation function, $A=\rho\hat q$ and $B=\hat q$, with $\rho=e^{-\beta H}/Z$. The Wigner transform of an operator is defined by

$$A_W(q,p)=\int d\Delta\,e^{-ip\Delta/\hbar}\left\langle q+\tfrac{\Delta}{2}\right|A\left|q-\tfrac{\Delta}{2}\right\rangle ,$$

and $B_W$ likewise. The operators are assumed to be such that the integrals below converge, if necessary as distributions, and that the limit of infinitely many time slices may be taken.

The linearised semiclassical, or classical Wigner, approximation is

$$C_{\rm L}(t)=\frac{1}{2\pi\hbar}\int dq\,dp\;A_W(q,p)\,B_W(q_t,p_t),\tag{1}$$

where $(q_t,p_t)$ is the classical phase-space point reached at time $t$ from $(q,p)$. It follows from the path integral by one approximation, which becomes an identity when $V$ is at most quadratic.

Inserting position states into the trace gives

$$C=\int dx_0^\pm dx_N^\pm\,\langle x_0^+|A|x_0^-\rangle\langle x_0^-|U^\dagger|x_N^-\rangle\langle x_N^-|B|x_N^+\rangle\langle x_N^+|U|x_0^+\rangle .$$

The forward path, marked $+$, comes from $U$, and the backward path, marked $-$, from $U^\dagger$. Divide $t$ into $N$ slices of length $\epsilon=t/N$ and replace each slice of $U$ by $e^{-i\epsilon V/2\hbar}e^{-i\epsilon\hat p^2/2m\hbar}e^{-i\epsilon V/2\hbar}$. The free-particle factor has the kernel

$$\left(\frac{m}{2\pi i\hbar\epsilon}\right)^{1/2}\exp\left[\frac{im(x_{k+1}-x_k)^2}{2\hbar\epsilon}\right].$$

Each slice of $U$ is paired with a complex-conjugate slice of $U^\dagger$, so the phases of the prefactors cancel and the joint prefactor is $(m/2\pi\hbar\epsilon)^N$. The remaining exponent is $i(S^+-S^-)/\hbar$, with

$$S^\pm=\sum_{k=0}^{N-1}\frac{m}{2\epsilon}(x_{k+1}^\pm-x_k^\pm)^2-\epsilon\sum_{k=0}^{N}w_kV(x_k^\pm),$$

where $w_0=w_N=\tfrac12$ and the other $w_k$ are 1.

Now introduce the mean path and the difference path,

$$x_k=\tfrac12(x_k^++x_k^-),\qquad \Delta_k=x_k^+-x_k^-,\qquad x_k^\pm=x_k\pm\tfrac12\Delta_k .$$

The Jacobian of this change has modulus one. Since $(a+b/2)^2-(a-b/2)^2=2ab$, the kinetic part of $S^+-S^-$ is, without approximation,

$$\frac m\epsilon\sum_{k=0}^{N-1}(x_{k+1}-x_k)(\Delta_{k+1}-\Delta_k).$$

The potential part contains

$$V\left(x+\tfrac\Delta2\right)-V\left(x-\tfrac\Delta2\right)=V'(x)\Delta+\tfrac1{24}V'''(x)\Delta^3+\cdots .\tag{2}$$

Even powers cancel in the difference, so keeping the linear term is correct through second order in $\Delta$. This is the approximation. It is applied to the action alone: the matrix elements of $A$ and $B$ keep their full dependence on $\Delta_0$ and $\Delta_N$, and through them the quantum initial distribution, with its zero-point motion, enters the result.

To collect the coefficient of each $\Delta_k$, write $d_k=x_{k+1}-x_k$. In the kinetic sum an interior $\Delta_k$ appears once with $d_{k-1}$ and once with $-d_k$, while the end values appear once each:

$$\sum_{k=0}^{N-1}d_k(\Delta_{k+1}-\Delta_k)=d_{N-1}\Delta_N-d_0\Delta_0-\sum_{k=1}^{N-1}\Delta_k(d_k-d_{k-1}).$$

Adding the linearised potential terms gives

$$S^+-S^-\simeq p_N\Delta_N-p_0\Delta_0-\sum_{k=1}^{N-1}\Delta_kR_k,\tag{3}$$

with

$$R_k=\frac m\epsilon(x_{k+1}-2x_k+x_{k-1})+\epsilon V'(x_k),$$

$$p_0=\frac m\epsilon(x_1-x_0)+\frac\epsilon2V'(x_0),\qquad p_N=\frac m\epsilon(x_N-x_{N-1})-\frac\epsilon2V'(x_N).$$

This algebra was tested on random paths in a quartic potential, for which (2) ends at the cubic term. The full action difference was $59.634$, the linear part (3) was $60.153$ and the cubic part was $-0.519$, and the two parts add up to the full value.

The interior differences now occur only in the exponent, and each gives

$$\int d\Delta_k\,e^{-i\Delta_kR_k/\hbar}=2\pi\hbar\,\delta(R_k),\qquad k=1,\ldots,N-1.$$

The condition $R_k=0$ is Newton's equation in discrete form. Given $x_0$ and $x_1$, it fixes $x_2$, then $x_3$, and so on up to $x_N$, with one solution at each stage. The matrix $\partial R_k/\partial x_{j}$ with $j=2,\ldots,N$ is triangular, because $R_k$ contains no position later than $x_{k+1}$. Its diagonal entries are $\partial R_k/\partial x_{k+1}=m/\epsilon$. The integrals over $x_2,\ldots,x_N$ therefore give $(\epsilon/m)^{N-1}$, whatever the form of $V$.

The remaining mean coordinates are $x_0$ and $x_1$. At fixed $x_0$ the definition of $p_0$ gives $dx_1=(\epsilon/m)\,dp_0$. All the prefactors combine to

$$\left(\frac m{2\pi\hbar\epsilon}\right)^N(2\pi\hbar)^{N-1}\left(\frac\epsilon m\right)^{N-1}\frac\epsilon m=\frac1{2\pi\hbar}.$$

Two difference integrals are left. The one over $\Delta_0$ contains $\langle x_0+\Delta_0/2|A|x_0-\Delta_0/2\rangle e^{-ip_0\Delta_0/\hbar}$ and is $A_W(x_0,p_0)$. The one over $\Delta_N$ contains $\langle x_N-\Delta_N/2|B|x_N+\Delta_N/2\rangle e^{+ip_N\Delta_N/\hbar}$. Reversing the sign of $\Delta_N$ turns it into $B_W(x_N,p_N)$. Hence

$$C_{{\rm L},N}=\frac1{2\pi\hbar}\int dx_0\,dp_0\,A_W(x_0,p_0)B_W(x_N,p_N).\tag{4}$$

To see which motion connects the end points, define $p_k=m(x_{k+1}-x_k)/\epsilon+\epsilon V'(x_k)/2$ for interior $k$. By $R_k=0$ this equals $m(x_k-x_{k-1})/\epsilon-\epsilon V'(x_k)/2$. The first form at $k$ and the second at $k+1$ give

$$x_{k+1}=x_k+\frac\epsilon mp_k-\frac{\epsilon^2}{2m}V'(x_k),\qquad p_{k+1}=p_k-\frac\epsilon2\left[V'(x_k)+V'(x_{k+1})\right].$$

This is the velocity Verlet scheme. As $\epsilon\to0$ it becomes $\dot q=p/m$, $\dot p=-V'(q)$, and the integrand of (4) tends to that of (1) at each $(q,p)$. The integral follows when $A_W$ is integrable and $B_W$ is bounded and continuous. For unbounded $B_W$ the limit can fail. In a quartic potential $x_N$ is a polynomial of degree $3^N$ in $x_0$, and Verlet is unstable where $\epsilon^2V''/m>4$. Take reduced units, $V=\tfrac12q^2+0.1q^4$, $B=\hat q$, $t=1$, and the harmonic thermal $A=\rho\hat q$ at $\beta=2$. Then the part of (4) from $|x_0|<6$ is near $0.18$, but the far tail makes the full integral exceed $10^{400}$ at $N=7$. In such cases (1) is reached by restricting phase space to a bounded region, letting $\epsilon\to0$, and then enlarging the region.

At $t=0$ formula (1) is exact for any $V$. The $p$ integral of the two Wigner transforms gives $2\pi\hbar\,\delta(\Delta+\Delta')$, and what remains is

$$\int dq\,d\Delta\left\langle q+\tfrac\Delta2\right|A\left|q-\tfrac\Delta2\right\rangle\left\langle q-\tfrac\Delta2\right|B\left|q+\tfrac\Delta2\right\rangle=\mathrm{Tr}[AB].$$

At later times exactness depends on (2). Let $V(q)=a+cq+\tfrac12kq^2$, with $k$ of either sign or zero. Then

$$V\left(x+\tfrac\Delta2\right)-V\left(x-\tfrac\Delta2\right)=c\Delta+kx\Delta=V'(x)\Delta$$

for every $\Delta$, however large. No term has been dropped, so the sliced quantum trace equals (4) at each finite $N$. As $N\to\infty$ the left side tends to $C(t)$ and the right side to $C_{\rm L}(t)$. Thus $C_{\rm L}(t)=C(t)$ at all times for which the integrals exist.

Beyond the convergence assumed at the start, the proof asks nothing of the form of $A$ and $B$. In particular, the initial density need not be a Gaussian or an equilibrium state of the Hamiltonian that drives the motion. Nor is the result a statement that a harmonic system is classical: the trajectories are classical, but $\hbar$ enters through the Wigner transforms. For the thermal correlation functions below it enters through $A_W$, since an operator $B$ that is a function of $\hat q$ alone has $B_W=B(q)$, without $\hbar$.

The harmonic oscillator, $V=\tfrac12m\omega^2q^2$, shows this in closed form. Its thermal Wigner function is needed first. Let $Q=e^{-\beta H}\hat qe^{\beta H}$ and $P=e^{-\beta H}\hat pe^{\beta H}$. The commutators $[H,\hat q]=-i\hbar\hat p/m$ and $[H,\hat p]=i\hbar m\omega^2\hat q$ give $dQ/d\beta=i\hbar P/m$ and $dP/d\beta=-i\hbar m\omega^2Q$. With $u=\beta\hbar\omega$ the solution is $Q=\hat q\cosh u+(i/m\omega)\hat p\sinh u$, so that

$$\rho\hat q=\left(\hat q\cosh u+\frac{i}{m\omega}\hat p\sinh u\right)\rho .\tag{5}$$

In the Wigner transform, $\hat q$ on the right of $\rho$ gives the factor $q-\Delta/2$, and on the left $q+\Delta/2$. Since $\Delta e^{-ip\Delta/\hbar}=i\hbar\,\partial_pe^{-ip\Delta/\hbar}$,

$$(\rho\hat q)_W=\left(q-\tfrac{i\hbar}2\partial_p\right)\rho_W,\qquad(\hat q\rho)_W=\left(q+\tfrac{i\hbar}2\partial_p\right)\rho_W .$$

On the left, $\hat p$ acts as $-i\hbar(\tfrac12\partial_q+\partial_\Delta)$ on the matrix element. Integration by parts replaces $\partial_\Delta$ by $ip/\hbar$, and $(\hat p\rho)_W=(p-\tfrac{i\hbar}2\partial_q)\rho_W$. Because $\rho$ is Hermitian, $\rho_W$ is real, and the real and imaginary parts of (5) can be separated:

$$(1-\cosh u)\,q\rho_W=\frac{\hbar\sinh u}{2m\omega}\,\partial_q\rho_W,\qquad-\frac\hbar2(1+\cosh u)\,\partial_p\rho_W=\frac{\sinh u}{m\omega}\,p\rho_W .$$

Let $\tau=\tanh(u/2)=(\cosh u-1)/\sinh u=\sinh u/(1+\cosh u)$. Integrating both equations and normalising by $\int dq\,dp\,\rho_W/2\pi\hbar=1$ gives

$$\rho_W=2\tau\exp\left[-\frac\tau\hbar\left(\frac{p^2}{m\omega}+m\omega q^2\right)\right],\qquad(\rho\hat q)_W=\left(q+\frac{i\tau p}{m\omega}\right)\rho_W .$$

The variances are $\langle q^2\rangle=\hbar/(2m\omega\tau)$ and $\langle p^2\rangle=m\omega\hbar/(2\tau)$, and $\langle qp\rangle=0$. Insert $q_t=q\cos\omega t+(p/m\omega)\sin\omega t$ in (1). The $q^2$ term gives the cosine, and the $p^2$ term gives $i\tau\langle p^2\rangle\sin\omega t/(m\omega)^2$. Therefore

$$C_{qq}(t)=\frac\hbar{2m\omega}\left[\coth\frac{\beta\hbar\omega}2\cos\omega t+i\sin\omega t\right].\tag{6}$$

The imaginary part, which expresses the failure of $\hat q$ and $\hat q(t)$ to commute, is reproduced as well. At high temperature $\coth(u/2)\to2/u$, and the real part tends to the classical $k_{\rm B}T\cos\omega t/(m\omega^2)$. At zero temperature (6) becomes $(\hbar/2m\omega)e^{i\omega t}$, which contains only zero-point motion.

For numbers, take reduced units $\hbar=m=\omega=k_{\rm B}=1$ and $\beta=2$. Then $\coth1=1.3130$ and $\langle q^2\rangle=1.3130/2=0.6565$, against the classical $1/\beta=0.5$. At $t=1$, (6) gives $0.6565\cos1+0.5\,i\sin1=0.3547+0.4207i$. Matrix diagonalisation and a sum over numerically integrated trajectories both give this value to the digits shown.

A harder test uses $A=\rho_4\hat q$, where $\rho_4$ is the thermal density of the quartic oscillator $V=\tfrac12q^2+0.1q^4$, and $B=e^{-2(\hat q-1/2)^2}$. Under the motion of a displaced oscillator, a free particle and an inverted parabola, the exact and linearised values agree within the asserted tolerance of $10^{-5}$. For the inverted parabola at $t=1$ both are $0.04783+0.03953i$. Under quartic motion at $t=3$ the same operators give $-0.1488-0.0674i$ exactly and $-0.1508-0.0446i$ from (1).

The identity at finite $N$ was tested with the same $A$ and $B$, harmonic motion and four slices of length $0.5$. The sliced quantum trace and the Verlet integral (4) are both $-0.04351+0.10644i$. The unsliced value is $-0.04373+0.10942i$, so the agreement is present before the time step is small enough to represent the true motion closely.

What is lost for other potentials can be read from the equation of motion of $B(t)=U^\dagger BU$, namely $\dot B=(i/\hbar)[H,B]$. The matrix element of $[V,B]$ carries the factor (2), in which $\Delta$ acts as $i\hbar\partial_p$. For the kinetic part, $\hat p$ on the left acts as $p-\tfrac{i\hbar}2\partial_q$ and on the right as $p+\tfrac{i\hbar}2\partial_q$. The difference of their squares is $-2i\hbar p\,\partial_q$. Together,

$$\partial_tB_W=\frac pm\partial_qB_W-V'\partial_pB_W+\frac{\hbar^2}{24}V'''\partial_p^3B_W+\cdots .\tag{7}$$

The sign of the third term follows from $(i/\hbar)(i\hbar)^3=\hbar^2$. The first two terms are classical transport, and (1) keeps these alone. For $B=\hat p^3$ at $t=0$ we have $\partial_p^3p^3=6$, so the exact initial slope of $C$ exceeds the linearised one by

$$\frac{\hbar^2}4\mathrm{Tr}[AV'''].$$

For the quartic oscillator and $A=\rho_4\hat q$, $V'''=2.4q$ and $\langle q^2\rangle=0.47906$, so the gap should be $0.25\times2.4\times0.47906=0.2874$. The computed slopes are $-1.5979$ (exact) and $-1.8854$ (linearised), which differ by the predicted amount.

Equation (7) also shows why equilibrium may not be preserved. A thermal density commutes with $H$, so for $\rho_W$ the whole right side of (7) vanishes. The classical part alone then equals minus the quantum terms, and these are in general not zero when $V'''\neq0$. In the quartic example the exact $\langle q^2\rangle$ stays at $0.4791$, whereas classical motion of the quantum distribution gives $0.493$ at $t=2$ and $0.5025$ at $t=4$. The latter drift is about 5% of the exact value. For the harmonic oscillator the quantum terms are absent and the distribution is stationary.

The position autocorrelation function of the quartic oscillator shows the size of the error that the terms dropped from (7) can produce. Its real part at $t=1$ is $0.1575$ exactly and $0.1580$ in the linearised form. At $t=2$ the values are $-0.372$ and $-0.361$, and at $t=12$ they are $-0.199$ and $-0.029$. The largest error in the complex $C_{qq}$ among the sampled times is $0.214$, or 45% of $C_{qq}(0)$. It occurs at the last of these times, $t=12$, and is not an upper bound for later times.

For a given pair of paths, the phase that linearisation drops is $-\int_0^tV'''(x)\Delta^3\,dt'/(24\hbar)$ together with the corresponding higher odd terms. It vanishes at $t=0$ and for $V'''=0$, the two cases shown above to be exact. The operators $A$ and $B$ weight only $\Delta_0$ and $\Delta_N$, so exact quantum initial conditions do not supply this phase: in the quartic example $A_W$ is exact and $B=\hat q$ forces $\Delta_N=0$, yet the error in $C_{qq}$ at $t=12$ is 45% of $C_{qq}(0)$. The numerical output below lists the computed values to more digits.

## Table of computed values

```
Reduced units (hbar = m = omega = k_B = 1) throughout
inverse temperature beta = 2.0; quartic g = 0.10
random sliced path, N = 6, step = 0.3:
  full action difference = 59.633876
  linear part = 60.152977, cubic part = -0.519101
  Jacobian determinant * step^(N-1) = 1.000000
tanh(beta/2) = 0.761594; coth(beta/2) = 1.313035
harmonic <q^2>: quantum 0.656518, classical 0.500000
harmonic C_qq(t): diagonalisation | trajectories | closed form
  t=0: +0.656518 +0.000000i | +0.656518 +0.000000i | +0.656518 +0.000000i
  t=1: +0.354718 +0.420735i | +0.354717 +0.420737i | +0.354718 +0.420735i
  t=3: -0.649948 +0.070560i | -0.649948 +0.070559i | -0.649948 +0.070560i
A = rho_quartic*q, B = exp(-2(q-0.5)^2): exact | linearised
  displaced harmonic, t=3: -0.186979 +0.027044i | -0.186979 +0.027043i
  free particle, t=2: +0.014756 +0.034717i | +0.014756 +0.034717i
  inverted parabola, t=1: +0.047830 +0.039532i | +0.047830 +0.039532i
  quartic (control), t=3: -0.148793 -0.067411i | -0.150820 -0.044563i
harmonic, same A and B, 4 slices of 0.5:
  sliced quantum    -0.043508 +0.106440i
  Verlet + Wigner   -0.043508 +0.106440i
  unsliced quantum  -0.043728 +0.109425i
quartic, initial slope of Tr[rho q p^3(t)]:
  exact -1.59792, linearised -1.88536
  gap 0.28744, predicted 0.28744
quartic oscillator, exact stationary <q^2> = 0.47906
  t | Re C_qq exact | Re C_qq linearised | linearised <q^2>_t
     0 | +0.47906 | +0.47906 | 0.47906
     1 | +0.15749 | +0.15800 | 0.48356
     2 | -0.37178 | -0.36058 | 0.49285
     4 | +0.10172 | +0.08299 | 0.50248
     8 | -0.39426 | -0.27380 | 0.47546
    12 | -0.19853 | -0.02914 | 0.48550
largest |C_qq error| at these times = 0.21428
largest <q^2> drift at these times = 0.02342
```
